# The T1-Transformed Hamiltonian and the CCD Form of CCSD: a numerical check

```python
"""
Result under test: for a closed-shell reference, exp(-T1) H exp(T1) is again a
one- plus two-electron Hamiltonian. Its integrals are AO integrals transformed
with X = C(1 - t1^T) on creation indices and Y = C(1 + t1) on annihilation
indices. CCSD then has the form of CCD plus a singles condition.
Symbols: C orbital coefficients; t1 singles amplitudes, stored [a,i];
t2 doubles amplitudes, stored [a,i,b,j]; i,j,k,l occupied; a,b,c,d virtual;
E_pq spin-summed excitation operators; T1 = sum t1 E_ai,
T2 = 1/2 sum t2 E_ai E_bj; two-electron integrals are (pq|rs).
All operators are also built as matrices over all Sz = 0 determinants.
Energies are in hartree unless a label says otherwise.
"""
from functools import reduce
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.sparse import csr_matrix
from pyscf import gto, scf, cc

rng = np.random.default_rng(7)

# Ladder operators in a Fock space of two occupied and two virtual spin orbitals
m = 4
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
ann = np.array([reduce(np.kron, [parity] * p + [lower] + [np.eye(2)] * (m - p - 1))
                for p in range(m)])
cre = ann.transpose(0, 2, 1)
t_small = np.zeros((m, m))
t_small[2:, :2] = rng.normal(size=(2, 2))
T_small = sum(t_small[a, i] * cre[a] @ ann[i] for a in (2, 3) for i in (0, 1))
left, right = expm(-T_small), expm(T_small)
assert np.allclose(left @ cre @ right,
                   np.einsum('rp,rxy->pxy', np.eye(m) - t_small, cre), atol=1e-11)
assert np.allclose(left @ ann @ right,
                   np.einsum('qs,sxy->qxy', np.eye(m) + t_small, ann), atol=1e-11)

# Molecule and reference
bond = 4.0
mol = gto.M(atom=[['Li', (0, 0, 0)], ['H', (0, 0, bond)]], unit='Bohr',
            basis='sto-3g', verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
mf.kernel()
assert mf.converged
C, eps, e_nuc = mf.mo_coeff, mf.mo_energy, mol.energy_nuc()
n, no = C.shape[1], mol.nelectron // 2
nv = n - no
o, v = slice(0, no), slice(no, n)
h_ao = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
g_ao = mol.intor('int2e').reshape(n, n, n, n)
S_ao = mol.intor('int1e_ovlp')

# One-spin excitation matrices, then E_pq on products of alpha and beta strings
strings = list(combinations(range(n), no))
position = {s: k for k, s in enumerate(strings)}
ns = len(strings)
A = np.zeros((n, n, ns, ns))
for col, s in enumerate(strings):
    for q in s:
        rest = [x for x in s if x != q]
        for p in range(n):
            if p not in rest:
                sign = (-1) ** (s.index(q) + sum(x < p for x in rest))
                A[p, q, position[tuple(sorted(rest + [p]))], col] = sign
dim, nn = ns * ns, n * n
E = np.array([np.kron(M, np.eye(ns)) + np.kron(np.eye(ns), M)
              for M in A.reshape(nn, ns, ns)])
E_rows = csr_matrix(E.reshape(nn * dim, dim))
E_cols = csr_matrix(E.transpose(1, 0, 2).reshape(dim, nn * dim))
phi = np.zeros(dim)
phi[0] = 1.0
single = A[v, o, :, 0]          # one-spin excited strings, [a,i,string]


def act(one, two, vec):
    """Apply sum one E_pq + 1/2 sum two (E_pq E_rs - delta_qr E_ps)."""
    w = (E_rows @ vec.reshape(dim, -1)).reshape(nn, -1)
    k = one - 0.5 * np.einsum('pqqs->ps', two)
    pair = 0.5 * two.reshape(nn, nn) @ w
    out = E_cols @ pair.reshape(nn * dim, -1) + (k.ravel() @ w).reshape(dim, -1)
    return out.reshape(vec.shape)


def full1(t1):
    t = np.zeros((n, n))
    t[v, o] = t1
    return t


def full2(t2):
    t = np.zeros((n, n, n, n))
    t[v, o, v, o] = t2
    return t


zero1, zero2 = np.zeros((n, n)), np.zeros((n, n, n, n))


def dress(t1):
    t = full1(t1)
    X, Y = C @ (np.eye(n) - t.T), C @ (np.eye(n) + t)
    g = np.einsum('mp,mnkl->pnkl', X, g_ao)
    g = np.einsum('nq,pnkl->pqkl', Y, g)
    g = np.einsum('kr,pqkl->pqrl', X, g)
    g = np.einsum('ls,pqrl->pqrs', Y, g)
    return X, Y, X.T @ h_ao @ Y, g


def fock(h, g):
    return (h + 2 * np.einsum('pqkk->pq', g[:, :, o, o])
            - np.einsum('pkkq->pq', g[:, o, o, :]))


def spin_sum(t2):
    return 2 * t2 - t2.transpose(2, 1, 0, 3)


def singles_terms(h, g, t2):
    f, u = fock(h, g), spin_sum(t2)
    return np.array([f[v, o],
                     np.einsum('aick,kc->ai', u, f[o, v]),
                     np.einsum('cidk,ackd->ai', u, g[v, v, o, v]),
                     -np.einsum('akcl,kilc->ai', u, g[o, o, o, v])])


def energy_parts(h, g, t2):
    f = fock(h, g)
    return (np.trace(h[o, o]) + np.trace(f[o, o]),
            np.einsum('aibj,iajb->', spin_sum(t2), g[o, v, o, v]))


def project(vec):
    """Components on reference, alpha singles and alpha-beta doubles."""
    V = vec.reshape(ns, ns)
    r1 = np.einsum('aix,x->ai', single, V[:, 0])
    r2 = np.einsum('aix,xy,bjy->aibj', single, V, single, optimize=True)
    return V[0, 0], r1, r2


def ccd_form(h, g, t2):
    """CCD projections for any integrals, without using bra-ket symmetry."""
    T = full2(t2)
    d = act(zero1, T, phi)
    q = 0.5 * act(zero1, T, d)
    e, r1, r2 = project(act(h, g, phi + d + q))
    return e, r1, r2 - e * t2


# Exact identities at random amplitudes
t1r = 0.2 * rng.normal(size=(nv, no))
t2r = 0.1 * rng.normal(size=(nv, no, nv, no))
t2r = 0.5 * (t2r + t2r.transpose(2, 3, 0, 1))
_, _, h0, g0 = dress(np.zeros((nv, no)))
f0 = fock(h0, g0)
Xr, Yr, hr, gr = dress(t1r)
unit = np.eye(dim)
H = act(h0, g0, unit)
T1 = act(full1(t1r), zero2, unit)
T2 = act(zero1, full2(t2r), unit)
H_similar = expm(-T1) @ H @ expm(T1)
operator_error = np.abs(H_similar - act(hr, gr, unit)).max()
assert operator_error < 1e-9
assert np.allclose(Xr.T @ S_ao @ Yr, np.eye(n), atol=1e-10)
assert np.allclose(T1 @ T2, T2 @ T1, atol=1e-10)
exact = project(expm(-(T1 + T2)) @ (H @ (expm(T1 + T2) @ phi)))
reduced = ccd_form(hr, gr, t2r)
for x, y in zip(exact, reduced):
    assert np.allclose(x, y, atol=1e-9)
assert np.allclose(exact[1], singles_terms(hr, gr, t2r).sum(0), atol=1e-9)
assert abs(exact[0] - sum(energy_parts(hr, gr, t2r))) < 1e-9

# Fock matrix from the nonsymmetric AO density, and its occupied-virtual block
P = 2 * Xr[:, o] @ Yr[:, o].T
F_ao = (h_ao + np.einsum('mnkl,kl->mn', g_ao, P)
        - 0.5 * np.einsum('mlkn,kl->mn', g_ao, P))
assert np.allclose(Xr.T @ F_ao @ Yr, fock(hr, gr), atol=1e-10)
bare = g0[o, v, o, v]
f_ia = f0[o, v] + np.einsum('iakc,ck->ia', 2 * bare - bare.transpose(0, 3, 2, 1), t1r)
assert np.allclose(f_ia, fock(hr, gr)[o, v], atol=1e-10)

# Polynomial degree in t1, by finite differences along a scaled amplitude
samples = [dress(x * t1r) for x in range(6)]
h_path = np.array([s[2] for s in samples])
g_path = np.array([s[3] for s in samples])
assert np.abs(np.diff(h_path, 3, axis=0)).max() < 1e-9
assert np.abs(np.diff(h_path, 2, axis=0)).max() > 1e-4
assert np.abs(np.diff(g_path, 5, axis=0)).max() < 1e-9
assert np.abs(np.diff(g_path, 4, axis=0)).max() > 1e-6

# Surviving symmetry, bare block, and Fock blocks absent from doubles
assert np.allclose(gr, gr.transpose(2, 3, 0, 1), atol=1e-11)
assert np.allclose(gr[o, v, o, v], g0[o, v, o, v], atol=1e-11)
h_changed = hr.copy()
h_changed[v, o] += rng.normal(size=(nv, no))
h_changed[o, v] += rng.normal(size=(no, nv))
changed = ccd_form(h_changed, gr, t2r)
assert np.allclose(changed[2], reduced[2], atol=1e-10)
assert np.abs(changed[1] - reduced[1]).max() > 1e-2

# Newton solution; the unknowns are t1 and the pair-symmetric part of t2 only
ng = nv * no
upper = np.triu_indices(ng)


def pack(a1, a2):
    M = a2.reshape(ng, ng)
    return np.concatenate([a1.ravel(), (0.5 * (M + M.T))[upper]])


def unpack(x):
    M = np.zeros((ng, ng))
    M[upper] = x[ng:]
    M = M + M.T - np.diag(np.diag(M))
    return x[:ng].reshape(nv, no), M.reshape(nv, no, nv, no)


def residual(x, with_singles):
    t1, t2 = unpack(x)
    _, _, h, g = dress(t1)
    r1 = singles_terms(h, g, t2).sum(0) if with_singles else t1
    return pack(r1, ccd_form(h, g, t2)[2])


def jacobian(x, with_singles, step=1e-4):
    return np.array([(residual(x + d, with_singles) - residual(x - d, with_singles))
                     / (2 * step) for d in step * np.eye(x.size)]).T


def solve(with_singles, x):
    r = residual(x, with_singles)
    for cycle in range(1, 31):
        move = np.linalg.solve(jacobian(x, with_singles), r)
        scale = 1.0
        r_new = residual(x - move, with_singles)
        while np.linalg.norm(r_new) > np.linalg.norm(r) and scale > 1e-3:
            scale *= 0.5
            r_new = residual(x - scale * move, with_singles)
        x, r = x - scale * move, r_new
        if np.abs(r).max() < 1e-10:
            t1, t2 = unpack(x)
            _, _, h, g = dress(t1)
            return ccd_form(h, g, t2)[0] + e_nuc, x, cycle
    raise RuntimeError('amplitude equations did not converge')


e_ccd, x_ccd, _ = solve(False, np.zeros(ng + upper[0].size))
e_ccsd, x_ccsd, cycles = solve(True, x_ccd)
t2_ccd = unpack(x_ccd)[1]
t1, t2 = unpack(x_ccsd)
T2 = act(zero1, full2(t2_ccd), unit)
assert np.abs(project(expm(-T2) @ (H @ (expm(T2) @ phi)))[2]).max() < 1e-8

# Conventional CCSD with bare integrals, from a separate implementation
ref = cc.RCCSD(mf)
ref.conv_tol, ref.conv_tol_normt, ref.max_cycle = 1e-11, 1e-9, 200
ref.diis_space = 12
ref.kernel()
assert ref.converged
assert abs(ref.e_tot - e_ccsd) < 1e-8
assert np.abs(ref.t1.T - t1).max() < 1e-6
assert np.abs(ref.t2.transpose(2, 0, 3, 1) - t2).max() < 1e-6

# Simple update t -> t - residual / orbital-energy gap: error growth per cycle
X, Y, h, g = dress(t1)
gap = eps[v][:, None] - eps[o][None, :]
gap2 = gap[:, :, None, None] + gap[None, None, :, :]
update = np.eye(x_ccsd.size) - jacobian(x_ccsd, True) / pack(gap, gap2)[:, None]
growth_symmetric = np.abs(np.linalg.eigvals(update)).max()
skew = np.triu(np.ones((ng, ng)), 1)
skew = 1e-3 * (skew - skew.T)
response = (ccd_form(h, g, t2 + skew.reshape(t2.shape))[2]
            - ccd_form(h, g, t2)[2]).reshape(ng, ng)
off = ~np.eye(ng, dtype=bool)
growth_skew = np.abs(1 - response[off] / (skew * gap2.reshape(ng, ng))[off]).max()
assert growth_skew > 1

# Spectrum and symmetry breaking at the solution
f = fock(h, g)
H_dressed = act(h, g, unit)
spectrum = np.linalg.eigvalsh(H)
spectrum_dressed = np.sort(np.linalg.eigvals(H_dressed).real)
assert np.allclose(spectrum, spectrum_dressed, atol=1e-7)
break_one = np.abs(g - g.transpose(1, 0, 2, 3)).max()
break_both = np.abs(g - g.transpose(1, 0, 3, 2)).max()
assert min(break_one, break_both) > 1e-3
h_sym, g_sym = 0.5 * (h + h.T), 0.5 * (g + g.transpose(1, 0, 3, 2))
_, bad1, bad2 = ccd_form(h_sym, g_sym, t2)
assert np.abs(bad1).max() > 1e-3 and np.abs(bad2).max() > 1e-4

a, i = np.unravel_index(np.abs(t1).argmax(), t1.shape)
pa = no + a
terms = singles_terms(h, g, t2)[:, a, i]
e_ref, e_pair = energy_parts(h, g, t2)
ev = physical_constants['Hartree energy in eV'][0]

print(f'LiH, STO-3G, bond length: {bond:.1f} bohr')
print(f'orbitals {n}, occupied {no}, determinants {dim}')
print(f'largest error of dressed H, random t1: {operator_error:.1e} hartree')
print(f'nuclear repulsion: {e_nuc:.8f} hartree')
print(f'RHF energy: {mf.e_tot:.8f} hartree')
print(f'CCD energy: {e_ccd:.8f} hartree')
print(f'CCSD energy, dressed CCD form: {e_ccsd:.8f} hartree')
print(f'CCSD energy, conventional code: {ref.e_tot:.8f} hartree')
print(f'full CI energy: {spectrum[0] + e_nuc:.8f} hartree')
print(f'lowest eigenvalue of dressed H + nuclear: {spectrum_dressed[0] + e_nuc:.8f} hartree')
print(f'CCSD correlation energy: {e_ccsd - mf.e_tot:.8f} hartree')
print(f'CCSD correlation energy: {(e_ccsd - mf.e_tot) * ev:.4f} eV')
print(f'CCSD minus CCD: {e_ccsd - e_ccd:.8f} hartree')
print(f'Newton steps from CCD to CCSD: {cycles}')
print(f'simple update, growth of pair-asymmetric error: {growth_skew:.2f} per cycle')
print(f'simple update, spectral radius, symmetric error: {growth_symmetric:.3f} per cycle')
print(f'norm of t1: {np.linalg.norm(t1):.6f} (no unit)')
print(f'largest t1: {t1[a, i]:.6f} (no unit), orbital i={i + 1} to a={pa + 1}')
print('AO coefficients C_i, Y_i, C_a, X_a (no unit, normalized AOs):')
for label, row in zip(mol.ao_labels(), np.c_[C[:, i], Y[:, i], C[:, pa], X[:, pa]]):
    print(f'  {label.strip():12s}' + ''.join(f'{x:11.6f}' for x in row))
print('for this pair i,a:')
print(f'  bare h_ai = h_ia: {h0[pa, i]:.6f} hartree')
print(f'  dressed h_ai: {h[pa, i]:.6f} hartree')
print(f'  dressed h_ia: {h[i, pa]:.6f} hartree')
print(f'  dressed f_ai: {f[pa, i]:.6f} hartree')
print(f'  dressed f_ia: {f[i, pa]:.6f} hartree')
print(f'  bare (ai|ai) = (ia|ia): {g0[pa, i, pa, i]:.6f} hartree')
print(f'  dressed (ai|ai): {g[pa, i, pa, i]:.6f} hartree')
print(f'  dressed (ia|ia): {g[i, pa, i, pa]:.6f} hartree')
for name, value in zip(['f_ai', 'u f_kc', 'u (ac|kd)', '-u (ki|lc)'], terms):
    print(f'  singles term {name}: {value:.8f} hartree')
print(f'  sum of singles terms: {terms.sum():.1e} hartree')
print(f'dressed reference energy + nuclear: {e_ref + e_nuc:.8f} hartree')
print(f'doubles energy term: {e_pair:.8f} hartree')
print(f'max |(pq|rs)-(qp|rs)|: {break_one:.6f} hartree')
print(f'max |(pq|rs)-(qp|sr)|: {break_both:.6f} hartree')
print(f'max |(pq|rs)-(rs|pq)|: {np.abs(g - g.transpose(2, 3, 0, 1)).max():.1e} hartree')
print(f'symmetrized integrals, max singles residual: {np.abs(bad1).max():.6f} hartree')
print(f'symmetrized integrals, max doubles residual: {np.abs(bad2).max():.6f} hartree')
print('all assertions hold')
```

Running it gives:

```
LiH, STO-3G, bond length: 4.0 bohr
orbitals 6, occupied 2, determinants 225
largest error of dressed H, random t1: 4.4e-15 hartree
nuclear repulsion: 0.75000000 hartree
RHF energy: -7.81784042 hartree
CCD energy: -7.85105727 hartree
CCSD energy, dressed CCD form: -7.85214491 hartree
CCSD energy, conventional code: -7.85214491 hartree
full CI energy: -7.85216622 hartree
lowest eigenvalue of dressed H + nuclear: -7.85216622 hartree
CCSD correlation energy: -0.03430449 hartree
CCSD correlation energy: -0.9335 eV
CCSD minus CCD: -0.00108764 hartree
Newton steps from CCD to CCSD: 3
simple update, growth of pair-asymmetric error: 11.07 per cycle
simple update, spectral radius, symmetric error: 0.764 per cycle
norm of t1: 0.070746 (no unit)
largest t1: 0.070239 (no unit), orbital i=2 to a=3
AO coefficients C_i, Y_i, C_a, X_a (no unit, normalized AOs):
  0 Li 1s       -0.149541  -0.163685  -0.215074  -0.204802
  0 Li 2s        0.496916   0.548569   0.798941   0.764030
  0 Li 2px      -0.000000   0.000000   0.000000   0.000000
  0 Li 2py       0.000000  -0.000000  -0.000000  -0.000000
  0 Li 2pz       0.327017   0.278129  -0.592668  -0.615637
  1 H 1s         0.592378   0.586453  -0.198769  -0.240376
for this pair i,a:
  bare h_ai = h_ia: 0.015428 hartree
  dressed h_ai: 0.030961 hartree
  dressed h_ia: 0.015428 hartree
  dressed f_ai: 0.009872 hartree
  dressed f_ia: 0.001102 hartree
  bare (ai|ai) = (ia|ia): 0.020966 hartree
  dressed (ai|ai): 0.033210 hartree
  dressed (ia|ia): 0.020966 hartree
  singles term f_ai: 0.00987155 hartree
  singles term u f_kc: -0.00030465 hartree
  singles term u (ac|kd): 0.00665660 hartree
  singles term -u (ki|lc): -0.01622350 hartree
  sum of singles terms: 1.8e-13 hartree
dressed reference energy + nuclear: -7.81777980 hartree
doubles energy term: -0.03436511 hartree
max |(pq|rs)-(qp|rs)|: 0.016779 hartree
max |(pq|rs)-(qp|sr)|: 0.016779 hartree
max |(pq|rs)-(rs|pq)|: 2.5e-16 hartree
symmetrized integrals, max singles residual: 0.006064 hartree
symmetrized integrals, max doubles residual: 0.006720 hartree
all assertions hold
```
